# Jump Rotations by a Fixed Angle: Relaxation Rates for Every Rank

**Q.** Debye relaxation lets a molecule turn by endless tiny steps. You want it to turn by large jumps instead. What exactly jumps, and what decays?

**A.** A rigid molecule rests, then turns instantaneously as a whole by an angle \(\theta\), with \(0<\theta\le\pi\). The rotation axis \(\mathbf n\) is drawn afresh each time, uniformly over the sphere, independently of the orientation and of earlier jumps. Jumps form a Poisson process of frequency \(\nu\), so the mean wait is \(1/\nu\).

Let \(\mathbf u\) be a unit vector fixed in the molecule, such as its dipole direction. The quantity that decays is

\[
C_l(t)=\langle P_l(\mathbf u(0)\cdot\mathbf u(t))\rangle ,\qquad l\ge1,
\]

where \(P_l\) is a Legendre polynomial. Rank 1 describes dipole reorientation. Rank 2 enters probes that cannot distinguish \(\mathbf u\) from \(-\mathbf u\).

**Q.** A rotation mixes the components of a vector, and higher ranks have more components. Why should each rank have a single rate?

**A.** The \(2l+1\) spherical harmonics \(Y_{lm}(\mathbf u)\) mix among themselves under the matrix

\[
D(\mathbf n,\theta)=e^{-i\theta\,\mathbf n\cdot\mathbf J},
\]

where \(\mathbf J\) are the dimensionless angular-momentum generators. No dynamical \(\hbar\) enters; this is geometry. The average effect of one jump is

\[
A_l=\int\frac{d\Omega_n}{4\pi}\,D(\mathbf n,\theta).
\]

For any rotation \(R\), \(D(R)D(\mathbf n,\theta)D(R)^{-1}=D(R\mathbf n,\theta)\): the angle stays, the axis turns. Since all axes are weighted equally, \(D(R)A_lD(R)^{-1}=A_l\). Taking \(R\) infinitesimal shows that \(A_l\) commutes with each generator.

Its commutator with \(J_z\) gives \((m-m')A_{mm'}=0\), so \(A_l\) is diagonal. Its commutator with \(J_+=J_x+iJ_y\), taken between \(m+1\) and \(m\), gives

\[
\sqrt{l(l+1)-m(m+1)}\,(A_{m+1,m+1}-A_{mm})=0 .
\]

The root is nonzero for \(-l\le m<l\), so all diagonal entries are equal. Hence \(A_l=a_l\,\mathbf 1\), with one number \(a_l\) per rank.

**Q.** That proves a number exists. What is it?

**A.** Take the trace. For each axis, choose the quantization direction along \(\mathbf n\); the eigenvalues of \(D\) are then \(e^{-im\theta}\). The trace is independent of the basis, so averaging over axes changes nothing:

\[
(2l+1)a_l=S,\qquad S=\sum_{m=-l}^{l}e^{-im\theta}.
\]

Multiplying by \(e^{i\theta/2}-e^{-i\theta/2}\) makes neighbouring terms cancel:

\[
2i\sin\frac{\theta}{2}\,S
=\sum_{m=-l}^{l}\left[e^{-i(m-1/2)\theta}-e^{-i(m+1/2)\theta}\right]
=e^{i(l+1/2)\theta}-e^{-i(l+1/2)\theta}.
\]

The right side is \(2i\sin[(l+\tfrac12)\theta]\), and therefore

\[
a_l(\theta)=\frac{\sin[(l+\frac12)\theta]}{(2l+1)\sin(\theta/2)} .
\]

**Q.** I would trust it more if it came from turning an actual vector.

**A.** Resolve \(\mathbf u\) along and across the axis. The rotated vector is

\[
R\mathbf u=\mathbf u\cos\theta+(\mathbf n\times\mathbf u)\sin\theta
+\mathbf n(\mathbf n\cdot\mathbf u)(1-\cos\theta).
\]

The middle term is perpendicular to \(\mathbf u\). With \(c=\cos\theta\) and \(x=\mathbf n\cdot\mathbf u\),

\[
q\equiv\mathbf u\cdot R\mathbf u=c+(1-c)x^2 .
\]

For isotropic axes \(x\) is uniform on \([-1,1]\), so \(\langle x^2\rangle=1/3\) and \(\langle x^4\rangle=1/5\). Thus \(\langle P_1(q)\rangle=(1+2c)/3\). For rank 2,

\[
\langle q^2\rangle=c^2+\frac{2c(1-c)}3+\frac{(1-c)^2}5
=\frac{8c^2+4c+3}{15},
\]

\[
\langle P_2(q)\rangle=\frac{3\langle q^2\rangle-1}{2}
=\frac{4c^2+2c-1}{5}.
\]

The trace gives the same: \(a_1=(1+2\cos\theta)/3\) and \(a_2=(1+2\cos\theta+2\cos2\theta)/5\), with \(\cos2\theta=2c^2-1\).

**Q.** One jump is not a relaxation law. Rotations do not commute, and I do not know whether your axes are random in the laboratory or in the molecule.

**A.** The two choices put successive rotation matrices in opposite orders. Independence lets us average each factor separately, and each average is \(a_l\mathbf1\), which commutes with everything. Both orders give \(a_l^n\mathbf1\) after \(n\) jumps. Starting from \(\mathbf u_0\), the mean of \(Y_{lm}(\mathbf u)\) is therefore \(a_l^nY_{lm}(\mathbf u_0)\). The addition theorem,

\[
P_l(\mathbf u_0\cdot\mathbf u)=\frac{4\pi}{2l+1}
\sum_m Y_{lm}^*(\mathbf u_0)Y_{lm}(\mathbf u),
\]

then gives a mean of \(a_l^nP_l(1)=a_l^n\). Now weight by the Poisson probability of \(n\) jumps:

\[
C_l(t)=\sum_{n=0}^{\infty}e^{-\nu t}\frac{(\nu t)^n}{n!}a_l^n
=e^{-\nu t}e^{\nu ta_l}=e^{-\lambda_l t}.
\]

The rate is

\[
\lambda_l=\nu\left\{1-\frac{\sin[(l+\frac12)\theta]}
{(2l+1)\sin(\theta/2)}\right\}.
\]

**Q.** Which assumption would break this most easily?

**A.** There are two separate dangers. Without Poisson timing, the weights of \(a_l^n\) change. If all molecules jump at the same regular clock times, for example, the ensemble average is a staircase rather than an exponential.

Without fresh axes, the factors do not multiply. If a molecule keeps one axis, two jumps are one rotation by \(2\theta\), with factor \(a_l(2\theta)\). At \(\theta=70^\circ\) and rank 1 this is \(-0.177\), against \(a_1^2=0.315\) for fresh axes. Even the sign differs.

**Q.** Does the old diffusion law survive as a limit?

**A.** Write \(a_l=(2l+1)^{-1}\sum_m\cos m\theta\) and expand the cosine. The sums needed are

\[
\sum_{m=-l}^{l}m^2=\frac{l(l+1)(2l+1)}3,
\]

\[
\sum_{m=-l}^{l}m^4=\frac{l(l+1)(2l+1)(3l^2+3l-1)}{15}.
\]

Both vanish at \(l=0\). Raising the upper rank from \(l-1\) to \(l\) increases the right sides by \(2l^2\) and \(2l^4\), just the two new end terms, which proves them by induction. Hence

\[
\frac{\lambda_l}{\nu}
=\frac{\theta^2}{2}\frac{l(l+1)}3
-\frac{\theta^4}{24}\frac{l(l+1)(3l^2+3l-1)}{15}+O(\theta^6),
\]

\[
\lambda_l=\nu\frac{l(l+1)\theta^2}{6}
\left[1-\frac{3l^2+3l-1}{60}\theta^2+O(\theta^4)\right].
\]

Let \(\theta\to0\) and \(\nu\to\infty\) with \(D=\nu\theta^2/6\) fixed. Then \(\lambda_l=l(l+1)D\), the Debye result. The correction grows with rank, because higher harmonics resolve finer angles.

The opposite limit is high rank at fixed \(\theta\). Since \(|a_l|\le1/[(2l+1)\sin(\theta/2)]\), it tends to zero and \(\lambda_l\to\nu\). One finite jump then destroys the fine angular pattern, whereas the diffusive rate would grow without limit.

**Q.** Can I read the jump angle from the ratio of two relaxation times?

**A.** Within this model, yes. With \(\tau_l=1/\lambda_l\),

\[
\lambda_1=\frac{2\nu}{3}(1-c),\qquad
\lambda_2=\nu\frac{6-2c-4c^2}{5}
=\frac{2\nu}{5}(1-c)(3+2c),
\]

\[
\frac{\tau_1}{\tau_2}=\frac{\lambda_2}{\lambda_1}
=\frac{3(3+2\cos\theta)}5 .
\]

The ratio tends to 3 for small jumps, equals 1 at \(\cos\theta=-2/3\), or \(\theta=131.8^\circ\), and falls to 0.6 for half-turns. Beyond the crossing, rank 2 relaxes more slowly than rank 1.

**Q.** Your formula gives \(\lambda_1=1.333\,\nu\) for half-turns. How can memory disappear faster than molecules jump?

**A.** The molecules that have not jumped still contribute \(e^{-\nu t}\). For half-turns \(a_1=-1/3\), so those that have jumped once contribute with the opposite sign and cancel part of it. The correlation is a signed average, not a count of unmoved molecules. At \(120^\circ\), \(a_1=0\): one jump removes the rank-1 average and \(\lambda_1=\nu\).

**Q.** Give me numbers for something real.

**A.** Take rough parameters in the regime of liquid water near room temperature: \(T=298\) K, \(\theta=70^\circ\) and a mean wait of 3 ps. Then \(\nu=0.333\ \mathrm{ps^{-1}}\), and

\[
\tau_1=\frac{3.0\ \mathrm{ps}}{1-0.5613}=6.84\ \mathrm{ps},\qquad
\tau_2=\frac{3.0\ \mathrm{ps}}{1-0.0304}=3.09\ \mathrm{ps}.
\]

Their ratio is 2.21. Rank 3 has \(a_3=-0.226\) and \(\tau_3=2.45\) ps, shorter than the mean wait. Using the leading Debye formula at the same \(\nu\) and \(\theta\) would give 6.03 ps and 2.01 ps for ranks 1 and 2. Its error is much larger for rank 2.

A direct simulation of random jumps gave, at 2 ps with laboratory axes, \(C_1=0.7462\) and \(C_2=0.5233\). The formula gives 0.7464 and 0.5239; the standard errors are 0.0013 and 0.0020. Body axes agreed within the same statistics.

**Q.** What would a dielectric spectrometer see?

**A.** First consider independent dipoles. Classical linear response, with time factor \(e^{-i\omega t}\), gives

\[
\frac{\chi(\omega)}{\chi(0)}
=-\int_0^\infty\dot C_1(t)e^{i\omega t}dt
=\frac1{1-i\omega\tau_1},
\]

\[
\frac{\chi''}{\chi(0)}=\frac{\omega\tau_1}{1+\omega^2\tau_1^2}.
\]

The derivative of the loss is proportional to \(1-\omega^2\tau_1^2\), so the maximum lies at \(\omega\tau_1=1\), or \(f=1/(2\pi\tau_1)=23.3\) GHz. The frequency dependence is still Debye's. What departs from Debye diffusion is the relation between ranks.

**Q.** For water I have heard of an OH bond jumping through about \(70^\circ\). Is that your \(\theta\)?

**A.** Not automatically. My \(\theta\) is the body's rotation angle. A vector near the axis moves through a smaller arc. Suppose instead that \(\mathbf u\) itself moves through a fixed arc \(\theta\), with random azimuth. Put \(z\) along the old \(\mathbf u\). Averaging over azimuth removes all \(Y_{lm}\) with \(m\ne0\), while \(Y_{l0}\) is multiplied by \(P_l(\cos\theta)\). Thus

\[
\lambda_l^{\rm arc}=\nu[1-P_l(\cos\theta)].
\]

At the same angle and wait, this gives \(\tau_1=4.56\) ps and \(\tau_2=2.26\) ps. The meaning of the quoted angle therefore matters by tens of per cent.

**Q.** Molecules also wobble and drift between jumps. Do those motions ruin the result?

**A.** Slow isotropic drift that is independent of the jumps is easy to add. Its average action on each rank is also a scalar, so decay factors multiply and rates add:

\[
\lambda_l^{\rm tot}=\lambda_l+l(l+1)D_f .
\]

Assume a rough drift time of 6 ps for rank 2. Then \(D_f=1/(6\times6\ \mathrm{ps})=0.0278\ \mathrm{ps^{-1}}\), and

\[
\tau_1=\frac1{0.1462+2(0.0278)}=4.96\ \mathrm{ps},
\]

\[
\tau_2=\frac1{0.3232+6(0.0278)}=2.04\ \mathrm{ps}.
\]

This is a large change. The ratio becomes 2.43; reading it with the pure jump formula would give \(\cos\theta=(5\times2.43/3-3)/2\approx0.52\), an angle near \(58^\circ\) instead of \(70^\circ\).

**Q.** And the jumps cannot all have the same angle or take no time.

**A.** If angles are drawn independently, replace \(a_l\) by its mean over angles. A Gaussian spread of \(15^\circ\) changes the pure jump times to 6.72 and 3.21 ps, a few per cent. A rough jump duration of 0.2 ps occupies \(0.2/3.2\), about 6%, of a wait-and-jump cycle. The thermal rotation time \(\sqrt{I/kT}\), for a rough moment of inertia \(I=2\times10^{-40}\ \mathrm{g\,cm^2}\), is 0.07 ps. An exponential should not be trusted at times that short.

Fast wobbling, or libration, mainly removes initial amplitude. Model it as a harmonic oscillator about each axis with quantum \(\hbar\omega=0.07\) eV, which is \(2.73\,kT\), so quantum levels are needed. Half the mean energy is potential:

\[
\tfrac12I\omega^2\sigma^2=\tfrac12\hbar\omega(\bar n+\tfrac12),
\qquad \sigma^2=\frac{\hbar(\bar n+\frac12)}{I\omega},
\]

where \(\bar n\) is the mean level number. This gives \(\sigma=9.6^\circ\) per axis. If wobbles at the two times are independent, each contributes its mean factor \(a_l\). For small \(\sigma\), the mean squared rotation angle is \(3\sigma^2\), and the product is approximately

\[
\left[1-\frac{l(l+1)}6\,3\sigma^2\right]^2
\simeq1-l(l+1)\sigma^2 .
\]

Averaging the full factor gives plateaus of 0.945 and 0.844 for ranks 1 and 2. These assume one inertia for all axes. With water's principal moments, about 1.0, 1.9 and \(2.9\times10^{-40}\ \mathrm{g\,cm^2}\), and the same quantum, the plateaus for the dipole axis fall to about 0.93 and 0.80. The slower decay then starts from these amplitudes.

**Q.** Dielectric spectroscopy measures total polarization, and water dipoles are correlated. Is 23 GHz still defensible?

**A.** Not as a prediction for bulk water. Let \(\mathbf M=\sum_i\boldsymbol\mu_i\) be the total dipole of \(N\) molecules, and define \(G=\langle M^2\rangle/(N\mu^2)\). If \(C_M\) is the normalized correlation of \(\mathbf M\), stationarity gives

\[
\langle|\mathbf M(dt)-\mathbf M(0)|^2\rangle
=2\langle M^2\rangle[1-C_M(dt)] .
\]

Suppose one molecule moves at a time, at mean rate \(k\) per molecule, through an arc \(\alpha\). Its squared dipole change is \(2\mu^2(1-\cos\alpha)\). With \(C_M(dt)=1-\Gamma dt\),

\[
Nk\,dt\,2\mu^2\langle1-\cos\alpha\rangle
=2N\mu^2G\,\Gamma dt,
\]

\[
\Gamma=\frac{k\langle1-\cos\alpha\rangle}{G}.
\]

For free jumps the numerator is \(\lambda_1\). If the dynamics is Markovian and reversible, \(C_M\) is a sum of decaying exponentials with nonnegative weights. Convexity then gives \(C_M(t)\ge e^{-\Gamma t}\): later decay cannot outrun the initial exponential.

This identity was tested on a ring of four up-down spins with neighbour coupling \(0.3\,kT\). There \(G=1.796\), and the calculated and predicted initial rates were both 0.46295 in the spin-flip unit. For the flip rates used, \(C_M\) is a single exponential, so the ring checks the identity for \(\Gamma\) but meets the inequality only as an equality. The coupling also lowers the numerator from its free value 1 to \(1.796\times0.46295=0.83\), so correlations change \(k\) as well as \(G\).

**Q.** How do you obtain \(G\) for water?

**A.** Use Gaussian units and conducting boundaries, so that the macroscopic field \(E\) couples to the sample as \(-M_zE\). To first order,

\[
\langle M_z\rangle_E=\frac{\langle M_z^2\rangle E}{kT}
=\frac{\langle M^2\rangle E}{3kT}.
\]

Dividing by volume, with \(n\) the number density, and using \(\epsilon_s-\epsilon_\infty=4\pi P/E\) for the orientational part,

\[
G=\frac{3kT(\epsilon_s-\epsilon_\infty)}{4\pi n\mu^2}.
\]

The rough inputs \(\epsilon_s=78\), \(\epsilon_\infty=1.8\), \(\mu=2.9\) D and \(n=3.34\times10^{22}\ \mathrm{cm^{-3}}\) give \(G=2.66\). Keeping the free jump and drift rates in the correlated liquid, the collective time scale is \(2.66\times4.96=13.2\) ps. This depends strongly on \(\mu\). The dipole needed is the one that sets the change of \(\mathbf M\) when one molecule turns, including the dipoles it induces in others, and this need not be the 2.9 D molecular dipole. For point-polarizable molecules on a cubic lattice it is the gas-phase 1.855 D times \((\epsilon_\infty+2)/3\), or 2.35 D, which gives \(G\approx4.1\) and about 20 ps.

**Q.** Does that match real water?

**A.** It has the right order of magnitude, but no more. Water's main dielectric time at room temperature is roughly 8 ps. With these inputs the estimate is too long. Within its assumptions the exponentials in \(C_M\) have nonnegative weights and mean rate \(\Gamma\), so a component of 8 ps could carry at most \(8/13.2\), about 61%, of the decay. If water's main process carries more than that, as its nearly Debye-shaped spectrum indicates, some rough input or assumption must fail. The inputs alone can move the estimate this far. Reading \(70^\circ\) as a fixed arc gives 9.7 ps and a bound of 83%. Halving the wait to 1.5 ps, as for a molecule with two OH bonds each waiting 3 ps, gives just under 8 ps. Real water molecules move in concert with neighbours, which violates the one-at-a-time assumption; that this accounts for the difference is a conjecture here.

Operating conditions matter too. With an assumed activation energy of 0.17 eV, warming from 298 to 308 K multiplies the wait by 0.807. At fixed \(\theta\), the pure jump times shrink by the same factor. The field acting on a dipole must also stay well below \(kT/\mu=4.25\) MV/cm; this marks the onset of nonlinearity, since at that field the mean alignment of a free dipole is about 6% below the linear value, and the deviation grows beyond it. This is the scale for a single dipole. Dipoles that tend to align respond together and can leave the linear regime at lower fields, and electrical breakdown of the liquid may set a lower limit still. The numerical output below gives the remaining digits and inputs.

## Table of computed values

```
Largest matrix-average error: 2.6e-15
Largest vector-average error: 3.4e-15
lab axes, l=1, t=2 ps: simulation 0.7462, formula 0.7464, std error 0.0013
lab axes, l=2, t=2 ps: simulation 0.5233, formula 0.5239, std error 0.0020
body axes, l=1, t=2 ps: simulation 0.7471, formula 0.7464, std error 0.0013
body axes, l=2, t=2 ps: simulation 0.5256, formula 0.5239, std error 0.0020
Rotation angle: 70.0 deg; mean wait: 3.0 ps
Jump frequency: 0.3333 1/ps
l=1: jump factor 0.5613, rate/nu 0.4387, rate 0.1462 1/ps, tau 6.839 ps
l=2: jump factor 0.0304, rate/nu 0.9696, rate 0.3232 1/ps, tau 3.094 ps
l=3: jump factor -0.2257, rate/nu 1.2257, rate 0.4086 1/ps, tau 2.448 ps
tau1/tau2 at 70 deg: 2.2104
10 deg: rate1/nu 0.0101, rate2/nu 0.0302, tau1/tau2 2.9818
120 deg: rate1/nu 1.0000, rate2/nu 1.2000, tau1/tau2 1.2000
180 deg: rate1/nu 1.3333, rate2/nu 0.8000, tau1/tau2 0.6000
Equal tau1 and tau2 at: 131.81 deg
Single-molecule loss peak: 23.27 GHz
Debye extrapolation: tau1 6.030 ps, tau2 2.010 ps
Fixed 70 deg arc: tau1 4.559 ps, tau2 2.265 ps
Two jumps, l=1: same axis -0.1774, fresh axes 0.3151
Frame diffusion input: tau2 6.0 ps, D 0.02778 rad^2/ps
With frame diffusion: tau1 4.956 ps, tau2 2.041 ps
Angle spread 15 deg: tau1 6.722 ps, tau2 3.209 ps
Jump duration 0.2 ps: fraction of cycle 6.2 %
Inertia input: 2.0e-40 g cm^2; thermal time 0.070 ps
Libration quantum 0.07 eV; quantum/kT 2.73
Libration rms angle per axis: 9.6 deg
Libration plateaus: l=1 0.945, l=2 0.844
Dipole input: 2.9 D; density 3.343e+22 1/cm^3
Permittivity inputs: static 78, fast 1.8
Collective factor G: 2.66
Collective time scale, with diffusion: 13.2 ps
Spin ring: G 1.7961, slope 0.46295, formula 0.46295 (reduced rates)
Barrier input 0.17 eV: wait factor 298 to 308 K = 0.807
Field where dipole energy equals kT: 4.25 MV/cm
```
